# Resta's single-point polarisation: from the many-electron phase to the Berry phase, part 2

The periodic electron density of a crystal does not fix its bulk polarisation. The first half defined changes of polarisation by the current, $dP_{\rm el}/dt=J$, and related them to a phase.

The $N$ electrons, of charge $-e$, live on a ring of length $L$, with $G=2\pi/L$ and $X=\sum_i x_i$. In Rydberg atomic units $\hbar=1$, the kinetic energy is $p^2$ and the velocity $2p$; lengths are in bohr, energies in Ry. One-dimensional polarisation is a charge, quoted in units of $e$.

For a large gapped ring whose current response does not depend on the twist,

$$
P_{\rm el}=-\frac{e}{2\pi}\operatorname{Im}\ln z,\qquad z=\langle\Psi|e^{iGX}|\Psi\rangle,
$$

modulo $e$. The twist $\kappa$ replaces each $p_i$ by $p_i+\kappa$ in the Hamiltonian $H$, whose potential depends on a parameter $\lambda$. The ground state $\Psi$ has energy $E$, the excited states $|j\rangle$ have energies $E_j$, and $Q=1-|\Psi\rangle\langle\Psi|$. The response equation is

$$
(H-E)Q|\partial_\kappa\Psi\rangle=-Q(\partial_\kappa H)|\Psi\rangle ,
$$

and the current gives

$$
\frac{dP_{\rm el}}{d\lambda}=-\frac{e}{L}\,\Omega(\kappa=0),\qquad
\Omega=2\operatorname{Im}\langle\partial_\kappa\Psi|\partial_\lambda\Psi\rangle .
$$

With $\varphi$ the Berry phase along the twist path from $0$ to $G$, and $g=\|Q\partial_\kappa\Psi\|^2$,

$$
\left|e^{i\varphi}z^*-1\right|\le r,\qquad r=\frac{G^2g_{\max}}{2}.
$$

This general bound falls at least as fast as $1/L$ at fixed density, if the gap stays open and $\partial_\kappa^2E/N$ stays bounded.

The model crystal has the potential

$$
v(x)=-v_1\cos\frac{2\pi x}{a}-v_2\cos\left(\frac{4\pi x}{a}+\lambda\right),
$$

with cell length $a=5$ bohr and $v_1=v_2=0.6$ Ry. It is now used without interactions. The "interacting pair" in the final output is the first half's check: two repelling spinless electrons on two such cells at $\lambda=\pi/2$, with ions of charge $+e$ at the cell origins. There "deviation" and "bound" are the two sides of the inequality above, and "curvature integral" is $\int_0^G\Omega\,d\kappa$.

### From many coordinates to one determinant

Let the state be a single Slater determinant of orthonormal spinless orbitals $\phi_i$:

$$
\Psi=\frac1{\sqrt{N!}}\sum_{\pi}\operatorname{sgn}(\pi)\prod_{j=1}^N\phi_{\pi(j)}(x_j).
$$

The exponential factorises, $e^{iGX}=\prod_je^{iGx_j}$. Define the one-electron matrix

$$
S_{ij}=\int_0^L\phi_i^*(x)e^{iGx}\phi_j(x)\,dx .
$$

Integrating over each coordinate separately gives

$$
z=\frac1{N!}\sum_{\pi,\rho}\operatorname{sgn}(\pi)\operatorname{sgn}(\rho)\prod_jS_{\pi(j),\rho(j)} .
$$

For fixed $\pi$, relabel the factors by $i=\pi(j)$. The product becomes $\prod_iS_{i,\tau(i)}$ with $\tau=\rho\pi^{-1}$, and the two signs combine to $\operatorname{sgn}(\tau)$. The sum over $\tau$ is $\det S$. It is the same for each of the $N!$ choices of $\pi$, so

$$
z=\det S .
$$

For one electron this is the original expectation value. For well-separated localised orbitals $S$ is nearly diagonal, and the phase adds their positions. Replacing the orbitals by $\phi'_j=\sum_i\phi_iW_{ij}$, with $W$ unitary, gives $S'=W^\dagger SW$ and leaves the determinant unchanged. An explicit sum over all positions of three electrons tests the identity.

If every occupied orbital has a definite spin projection, then, since $e^{iGx}$ does not act on spin, $S$ connects no up orbital to a down orbital. It has separate spin blocks and $z=\det S_\uparrow\det S_\downarrow$. If both spins occupy the same spatial orbitals, $z=(\det S)^2$. The electrons below remain spinless.

### Free electrons, then filled bands

For plane waves $e^{ikx}/\sqrt L$, the matrix element from $k$ to $k'$ equals one if $k'=k+G$ and zero otherwise. In a finite occupied set the largest $k$ has no occupied partner. Its column of $S$ vanishes, and $z=0$.

Now take a crystal of $M$ cells, $L=Ma$, with Bloch orbitals

$$
\psi_{mk}(x)=\frac1{\sqrt M}e^{ikx}u_{mk}(x),\qquad k_s=\frac{2\pi s}{Ma},\quad s=0,\ldots,M-1 .
$$

The functions $u$ have period $a$ and are normalised on one cell. Splitting the integral into cells gives

$$
\langle\psi_{mk'}|e^{iGx}|\psi_{lk}\rangle
=\frac1M\sum_{j=0}^{M-1}e^{i(k+G-k')ja}\int_0^ae^{i(k+G-k')x}u^*_{mk'}u_{lk}\,dx .
$$

The geometric sum is $M$ if $k'=k+G$ modulo $2\pi/a$, and zero otherwise. Thus each $k_s$ is linked to $k_{s+1}$ alone. For the last link we use

$$
u_{m,k+2\pi/a}(x)=e^{-2\pi ix/a}u_{mk}(x),
$$

which describes the same Bloch orbital at $k+2\pi/a$. With this convention every link is a matrix of cell overlaps $\langle u_{m,s+1}|u_{l,s}\rangle$.

Suppose next that a band is partly filled and that each occupied orbital has a definite $k$. If the number of occupied orbitals varies with $k$, then somewhere around the closed mesh it decreases from $k$ to $k+G$. The columns belonging to $k$ then have entries in fewer rows than there are columns. They are linearly dependent, and $\det S=0$. The numerical test with three electrons in eight cells of the model crystal gives $|z|$ below $10^{-8}$. With four electrons, the last one can occupy either of two degenerate orbitals, at $k$ and $-k$. A mixture of the two has no definite $k$, and $z$ need not vanish. A nonzero $z$ on one ring therefore does not prove that the crystal is an insulator.

For $n$ filled bands, all link matrices are square. Their rows belong to $s+1$ and their columns to $s$. Moving the last block of $n$ columns to the front makes $S$ block diagonal. Those columns pass $n(M-1)$ others, requiring $n^2(M-1)$ exchanges. Because $n^2$ and $n$ have the same parity,

$$
z=(-1)^{n(M-1)}\prod_{s=0}^{M-1}\det\langle u_{s+1}|u_s\rangle .
$$

The sign is a property of the ordering around a ring and does not disappear as $M$ grows. Supercell and Bloch calculations with one, two and three filled bands test the factorisation, including the sign.

### The limit of many links

For an isolated set of bands in one dimension, a smooth choice of $u_{mk}$ that obeys the condition above can be constructed. One transports the states across the zone without internal rotation, then spreads the remaining unitary mismatch smoothly over $k$. For a step $q$ centred at $k$, define

$$
F(k,q)=\det\langle u_{k+q/2}|u_{k-q/2}\rangle .
$$

Reversing $q$ turns the overlap matrix into its Hermitian conjugate, so $F(k,-q)=F(k,q)^*$. The phase of $F$ is odd in $q$, and $\ln|F|$ is even. This symmetry sets the powers in the convergence law.

To first order, the overlap matrix is

$$
\delta_{ml}+\frac q2\left(\langle\partial_ku_m|u_l\rangle-\langle u_m|\partial_ku_l\rangle\right)
=\delta_{ml}-q\langle u_m|\partial_ku_l\rangle .
$$

The equality follows by differentiating $\langle u_m|u_l\rangle=\delta_{ml}$. With $A_{ml}=i\langle u_m|\partial_ku_l\rangle$ the right side is $\delta_{ml}+iqA_{ml}$. Since $\ln\det(1+B)=\operatorname{tr}B+O(B^2)$,

$$
\operatorname{Im}\ln F(k,q)=q\operatorname{tr}A(k)+q^3\beta(k)+O(q^5).
$$

The function $\beta$ is the coefficient of the next odd term. All functions of $k$ here have period $2\pi/a$. Put $q=G$ and sum over the midpoints $k_s+G/2$. The first term becomes an integral, and the second is $G^2$ times a mesh sum approaching $\oint\beta\,dk$:

$$
\operatorname{Im}\ln\prod_sF=\gamma+\left(\frac{2\pi}{Ma}\right)^2\oint\beta\,dk+O(M^{-4}),\qquad\gamma=\oint\operatorname{tr}A\,dk .
$$

No error of order $1/M$ comes from replacing the first sum by its integral. To see this, expand a smooth periodic function as $f(k)=\sum_\ell f_\ell e^{ik\ell a}$. Its average over $M$ equally spaced points retains $f_0$ and the coefficients whose $\ell$ is a multiple of $M$. For an analytic function these unwanted coefficients decay exponentially with $M$.

Thus

$$
\operatorname{Im}\ln z\longrightarrow\gamma+\pi n(M-1)\quad\text{modulo }2\pi,
$$

with a leading correction of order $1/M^2$. The real part begins with $\ln|F|=-q^2\eta(k)+O(q^4)$, where $\eta\ge0$ because an overlap determinant cannot exceed one in modulus. Summing $M$ terms with $q=G$ makes $-\ln|z|$ fall as $1/M$. The phase therefore converges faster than the modulus, and faster than the general bound of the first half requires.

### Why the twist drops out for filled bands

The assumption about $\Omega$ can now be derived for band insulators. Applying the response equation of the first half to $\lambda$ as well as $\kappa$ gives

$$
\Omega=2\operatorname{Im}\sum_j\frac{\langle\Psi|\partial_\kappa H|j\rangle\langle j|\partial_\lambda H|\Psi\rangle}{(E_j-E)^2}.
$$

Both operators act on one electron at a time and have the crystal period. They excite an electron from a filled to an empty band at the same $k$. The sum therefore has the form $\Omega(\kappa)=\sum_s\omega(k_s+\kappa)$, where $\omega$ is periodic in $k$. A twist merely shifts the mesh. When $\omega$ is analytic in $k$, the Fourier argument just used makes the effect of the shift exponentially small.

For one filled band of the model at $\lambda=\pi/2$, shifting the mesh by half a spacing changes $dP/d\lambda$ by $3.65\times10^{-4}$, $3.8\times10^{-6}$ and $3.6\times10^{-8}$ $e$/rad for $M=4$, 8 and 12. Each four added cells reduce the change by a factor of about one hundred.

### Ions remove the parity jump

Let the ions $J$ have charges $+eZ_J$ and positions $R_J$. Their dipole per length is $(e/L)\sum_JZ_JR_J$, so

$$
P=\frac e{2\pi}\left(G\sum_JZ_JR_J-\operatorname{Im}\ln z\right)\quad\text{modulo }e .
$$

Take one ion of charge $+ne$ at $\tau+ja$ in each cell. The ionic phase is

$$
Gn\sum_{j=0}^{M-1}(\tau+ja)
=\frac{2\pi n}{Ma}\left(M\tau+a\frac{M(M-1)}2\right)
=\frac{2\pi n\tau}{a}+\pi n(M-1).
$$

The last term cancels the phase of the block permutation. In the limit of large $M$,

$$
P=\frac{en\tau}{a}-\frac{e\gamma}{2\pi}\quad\text{modulo }e .
$$

Several ions in a cell, with total charge $+ne$, replace $n\tau$ by $\sum Z_J\tau_J$ over that cell. Neutrality guarantees this cancellation. Independence of the coordinate origin requires neutrality: shifting every coordinate by $c$ adds $Gc\sum_JZ_J$ to the ionic phase and $GcN$ to the electronic phase. These cancel when $\sum_JZ_J=N$.

### The position hidden in the Berry phase

For one filled band, $\gamma$ has a direct spatial meaning. In the infinite crystal define the Wannier function

$$
W(x)=\frac a{2\pi}\int_0^{2\pi/a}e^{ikx}u_k(x)\,dk .
$$

Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts gives

$$
xW(x)=\frac a{2\pi}\int_0^{2\pi/a}e^{ikx}\,i\partial_ku_k(x)\,dk .
$$

There is no boundary term, because $e^{ikx}u_k$ has the same value at both ends. In the overlap of $W$ with $xW$, the sum over cells is $\sum_je^{i(k-k')ja}=(2\pi/a)\delta(k-k')$ within one zone. One of the two $k$ integrals and one factor $a/2\pi$ are removed:

$$
w\equiv\langle W|x|W\rangle=\frac a{2\pi}\int_0^{2\pi/a}i\langle u_k|\partial_ku_k\rangle\,dk=\frac{a\gamma}{2\pi}.
$$

With the ions at the cell origins, $P=-ew/a$. The crystal behaves as though each electron were a point charge at its Wannier centre, as far as polarisation is concerned. This quantity can be computed without the determinant.

### Numbers for one filled band

Place one electron in each cell of the model crystal and an ion of charge $+e$ at each cell origin. The lowest band is separated from the next by $0.603$ Ry at $\lambda=\pi/2$. At $\lambda=0$ the crystal has inversion symmetry about the origin, and quadrature gives $w=0$ within the tested tolerance. At $\lambda=\pi/2$ it gives $w=-0.155615$ bohr, so

$$
P=-\frac{e(-0.155615)}{5}=0.03112e .
$$

This is $4.986\times10^{-21}$ C. The corresponding Berry phase is $2\pi(-0.155615)/5=-0.1956$ rad. The electron moves to the left, towards the nearby minimum of the second harmonic at $x=-\lambda a/4\pi=-0.625$ bohr, and this gives a positive polarisation.

The supercell calculation knows nothing of the Wannier function. It finds the lowest $M$ orbitals of a ring of $M$ cells, without a twist, and evaluates one determinant. For $M=4$, the ions lie at 0, 5, 10 and 15 bohr. Their contribution in units of $e$ is $(0+5+10+15)/20=1.5$. The electronic value is $-0.468363$, so

$$
\frac Pe=1.5-0.468363=1.031637\equiv0.031637\quad\text{modulo }1 .
$$

For $M=5$ the ionic contribution is $50/25=2$ and the electronic value is $0.031453$. The electronic values differ by almost half a unit between the two rings, while the totals agree closely. The convergence is as follows.

| $M$ | $\lvert z\rvert$ | $P/e$ | error$/e$ |
|---:|---:|---:|---:|
| 4 | 0.786 | 0.031637 | $5.14\times10^{-4}$ |
| 8 | 0.882 | 0.031251 | $1.28\times10^{-4}$ |
| 16 | 0.939 | 0.031155 | $3.19\times10^{-5}$ |
| 32 | 0.969 | 0.031131 | $7.97\times10^{-6}$ |

The error is relative to the value from the Wannier centre. For four cells it is 1.7 per cent of that value. From 16 to 32 cells it falls by a factor of 4.003, and $\ln|z|$ falls by 1.997. These agree with the derived powers $1/M^2$ and $1/M$. The power law also permits an extrapolation that removes the leading error:

$$
\frac{4P_{32}-P_{16}}3=\frac{4(0.0311309)-0.0311549}3\,e=0.031123e .
$$

### Returning to the current

The definition we started from was a transported charge, so the last check integrates a current. The phase $\lambda$ is raised smoothly from zero to $\pi/2$ in a time of $300\,\hbar/\text{Ry}$, and the time-dependent Schrödinger equation is solved for a ring of 12 cells. The ions do not move. The ramp is $\lambda=(\pi/2)\left[s-\sin(2\pi s)/2\pi\right]$, with $s$ the elapsed fraction of the time. With time steps of $0.1\,\hbar/\text{Ry}$ and the Hamiltonian held fixed within each step, the integrated current gives $\Delta P=0.031120e$, while the two Wannier centres give $0.031123e$. The difference of $3\times10^{-6}e$ is a discretisation error: a fourth-order integration of the same ramp with steps of $0.025\,\hbar/\text{Ry}$ gives $0.031123e$. The test requires agreement within $10^{-4}e$.

Two filled bands provide a case with a useful limit. If $v_1=0$, changing $\lambda$ moves the whole potential by $-\lambda a/4\pi$. The state moves with it, so the $2M$ electrons change the phase of $z$ by

$$
\frac{2\pi}{Ma}(2M)\left(-\frac{\lambda a}{4\pi}\right)=-\lambda .
$$

Hence $dP/d\lambda=e/2\pi=0.159e$ per radian. With $v_1=0.6$ Ry the first harmonic stays in place and the motion is no longer a rigid translation. At $\lambda=\pi/2$ the extrapolated slope of the single-point polarisation is $0.15406\,e$/rad, and the sum over states for the current gives the same value to the digits shown. The remaining values are in the numerical output.

## Calculated quantities

```
cell length 5.0 bohr; v1 0.6 Ry; v2 0.6 Ry
lam 1.570796 rad
band gap above lowest band 0.6029 Ry
Wannier centre at lam = 0: 0.000000 bohr (absolute value)
Wannier centre at chosen lam: -0.155615 bohr
Berry phase 2 pi w / a: -0.195551 rad
P from Wannier centre: 0.0311230 e
P from Wannier centre: 4.98645e-21 C
supercells: P_el electrons only, P with ions, error = P - limit
M= 4 |z|=0.78611 P_el=-0.468363 e P=0.0316369 e error=5.14e-04 e
M= 5 |z|=0.81806 P_el=0.031453 e P=0.0314530 e error=3.30e-04 e
M= 8 |z|=0.88197 P_el=-0.468749 e P=0.0312508 e error=1.28e-04 e
M=16 |z|=0.93882 P_el=-0.468845 e P=0.0311549 e error=3.19e-05 e
M=32 |z|=0.96889 P_el=-0.468869 e P=0.0311309 e error=7.97e-06 e
error ratio M=16 to M=32: 4.0026 (no unit)
ln|z| ratio M=16 to M=32: 1.9975 (no unit)
|z| for 3 electrons in 8 cells: below 1e-8 is True
two bands dP/dlam, single point, extrapolated: 0.15406 e/rad
two bands dP/dlam, current response: 0.15406 e/rad
twist dependence of dP/dlam, M=4: 3.65e-04 e/rad
twist dependence of dP/dlam, M=8: 3.82e-06 e/rad
twist dependence of dP/dlam, M=12: 3.61e-08 e/rad
ramp: 12 cells, duration 300 hbar/Ry
P change from integrated current: 0.031120 e
P change from Wannier centres: 0.031123 e
interacting pair: ring 10.0 bohr, smallest gap 0.6984 Ry
interacting pair: |z| 0.68978 (no unit)
interacting pair: P single point 0.037211 e
interacting pair: P full twist path 0.033946 e
interacting pair: deviation 0.31068, bound 0.70318 (no unit)
interacting pair: largest metric g 3.5624 bohr^2
interacting pair: d phi/d lam, difference -0.04425 (no unit)
interacting pair: curvature integral -0.04425 (no unit)
```
